\section*{Berry-Curvature Splitting of the 2p States of a Massive Dirac Exciton, part 2}

An electron and a hole in one valley $\tau=\pm1$ of a two-dimensional material attract through the potential energy $V(r)$, with Fourier transform $V(q)$. We want the splitting of the 2p exciton states $m=\pm1$. The bands follow from $H_\tau=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\tfrac12E_g\sigma_z$, with gap $E_g$, velocity $v$, length $a=\hbar v/E_g$ and off-diagonal element $\tau\hbar vke^{-i\tau\varphi}$. The polar angles of $\mathbf k$ and $\mathbf r$ are $\varphi$ and $\vartheta$. The reduced mass $\mu$ obeys
\begin{equation}
\frac{\hbar^2}{2\mu}=2E_ga^2,\qquad \frac1\mu=\frac{4v^2}{E_g}.
\label{mass}
\end{equation}

The pair amplitude is $f(k)e^{im\varphi}$, in the phase convention smooth at $\mathbf k=0$; its real-space form is $\psi(\mathbf r)$. The full projected pair equation has pair energy $E_g\sqrt{1+4a^2k^2}$ and kernel $V(|\mathbf k-\mathbf k'|)\langle u_{c\mathbf k}|u_{c\mathbf k'}\rangle\langle u_{v\mathbf k'}|u_{v\mathbf k}\rangle$, where $u_c$ and $u_v$ are the conduction and valence spinors. Equivalently, $V(r)$ acts on four orbital components with radial amplitudes, up to sign, $c^2f$, $csf$ (twice) and $s^2f$, and angular momenta $m$, $m+\tau$ and $m+2\tau$. Here $c=\cos(\theta/2)$, $s=\sin(\theta/2)$ and $\tan\theta=2ak$.

To first order in $a^2$, with energy measured from the gap and $\ell=-i\partial_\vartheta$,
\begin{equation}
H=\frac{\hbar^2k^2}{2\mu}+V-a^2\frac{\hbar^2k^4}{2\mu}
+a^2\nabla^2V+2\tau a^2\frac{V'}r\ell .
\label{carried}
\end{equation}
The first two terms form the parabolic problem. The next two shift both 2p levels equally. The last is the Berry-curvature term
\begin{equation}
H_\Omega=-\Omega_c(0)\,(\nabla V\times\mathbf k)_z .
\label{HOmega}
\end{equation}
The band-edge curvatures are $\Omega_c=-2\tau a^2$ and $\Omega_v=-\Omega_c$. Projection adds $\mathbf A_c-\mathbf A_v$, the difference of the conduction and valence Berry connections, to the relative position. Averaging over the parabolic 2p state gives
\begin{equation}
\boxed{\Delta_\tau\equiv E_\tau(2p,+1)-E_\tau(2p,-1)
=4\tau a^2\left\langle\frac{V'}r\right\rangle_{2p}.}
\label{main}
\end{equation}
We write $\Delta$ for this splitting when the valley is not specified.

\subsection{Closed result for a Coulomb potential}

Let $V=-\alpha\hbar v/r$ with dimensionless coupling $\alpha$. The exciton Bohr radius and Rydberg energy follow from the reduced mass:
\begin{equation}
a_B=\frac{\hbar^2}{\mu\alpha\hbar v}=\frac{4E_ga^2}{\alpha E_ga}=\frac{4a}{\alpha},
\qquad
{\rm Ry}=\frac{\hbar^2}{2\mu a_B^2}=\frac{\alpha^2E_g}{8}.
\label{bohr}
\end{equation}
In these units the parabolic Hamiltonian is $-\nabla^2-2/r$. Applying it to $re^{-\beta r}e^{\pm i\vartheta}$ leaves the radial factor
\begin{equation}
\left(-\beta^2r+3\beta-2\right)e^{-\beta r}.
\end{equation}
The constant vanishes for $\beta=2/3$, and the energy is $-\beta^2=-4/9$. The density is proportional to $r^2e^{-4r/3}$. For $n=1,2,3$,
\begin{equation}
\langle r^{-n}\rangle=
\frac{\int_0^\infty r^{3-n}e^{-4r/3}dr}{\int_0^\infty r^3e^{-4r/3}dr}
=\frac49,\ \frac8{27},\ \frac{32}{81}.
\label{moments}
\end{equation}
In ordinary units $V'/r=\alpha\hbar v/r^3$, so
\begin{equation}
\Delta_\tau=4\tau a^2(\alpha E_ga)\frac{32}{81}\left(\frac\alpha{4a}\right)^3
=\frac{2\tau}{81}\alpha^4E_g .
\label{coulomb}
\end{equation}

The common shift has two parts. In units of $a_B$ and Ry, $\nabla^2V=-2/r^3$. The parabolic equation gives $k^2\psi=(E-V)\psi$, and therefore
\begin{equation}
\langle k^4\rangle=\langle(E-V)^2\rangle
=\frac{16}{81}+4\left(-\frac49\right)\frac49+4\cdot\frac8{27}=\frac{48}{81}.
\end{equation}
The average shift of the two levels is
\begin{equation}
-\left(\frac a{a_B}\right)^2\left(\frac{64}{81}+\frac{48}{81}\right){\rm Ry}
=-\frac{112}{81}\frac{\alpha^2}{16}\frac{\alpha^2E_g}{8}
=-\frac7{648}\alpha^4E_g .
\end{equation}

At $\alpha=0.04$, solving the pair equation without expanding the spinors gives a splitting of $0.02473\,\alpha^4E_g$, compared with $2/81=0.02469$. The mean shift is $-0.01084\,\alpha^4E_g$, compared with $-7/648=-0.01080$. These digits need expansion functions narrower than $a=0.01\,a_B$. Gaussians no narrower than $0.12\,a_B$, as in the numerical output, give 0.02464 and $-0.01080$, lower in magnitude by 0.4 per cent. If the hole spinor is held at its band-edge value, the splitting is 0.50 of the full one, as expected from equal contributions of the two carriers. The full splitting exceeds the formula by 3 per cent at $\alpha=0.16$ and by 13 per cent at $\alpha=0.32$. These formulas hold for small $\alpha$, where $a/a_B=\alpha/4$ is small. They are not a strong-coupling theory.

\subsection{A screened monolayer}

A thin polarizable sheet in surroundings of dielectric constant $\kappa$ has a different potential. A charge density $\rho_q$ produces an in-plane potential $\Phi_q$ and an induced density $-\chi q^2\Phi_q$, where $\chi$ is the sheet polarizability. Gauss's law gives $2\varepsilon_0\kappa q\Phi_q=\rho_q-\chi q^2\Phi_q$. With $r_0=\chi/(2\varepsilon_0)$,
\begin{equation}
V(q)=-\frac{e^2}{2\varepsilon_0q(\kappa+r_0q)} .
\label{rkq}
\end{equation}
Its real-space form is the Rytova--Keldysh potential
\begin{equation}
V(r)=-\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r_0}
\left[\mathbf H_0(z)-Y_0(z)\right],\qquad z=\frac{\kappa r}{r_0},
\label{rk}
\end{equation}
where $\mathbf H_n$ and $Y_n$ are Struve and Neumann functions. To obtain it, write $1/(\kappa+r_0q)$ as $\int_0^\infty e^{-t(\kappa+r_0q)}dt$. The $q$ integral of $J_0(qr)e^{-tr_0q}$ is $(r^2+t^2r_0^2)^{-1/2}$. The remaining integral is the standard representation $\int_0^\infty e^{-zx}(1+x^2)^{-1/2}dx=\tfrac\pi2[\mathbf H_0(z)-Y_0(z)]$. Using $\mathbf H_0'=2/\pi-\mathbf H_1$ and $Y_0'=-Y_1$,
\begin{equation}
V'(r)=\frac{e^2}{4\pi\varepsilon_0}\frac{\pi\kappa}{2r_0^2}
\left[\mathbf H_1(z)-Y_1(z)-\frac2\pi\right].
\label{slope}
\end{equation}
Near the origin $V'/r\propto r^{-2}$. The 2p density is proportional to $r^2$, so the required average is finite.

We choose $E_g=2.0$ eV, $\hbar v=0.40$ eV nm, $r_0=4.0$ nm and $\kappa=4.0$. These are rough values for the MoS$_2$ family encapsulated in hexagonal boron nitride. They give
\begin{equation}
a=\frac{0.40}{2.0}\ {\rm nm}=0.20\ {\rm nm},\quad
|\Omega_c|=2a^2=0.080\ {\rm nm}^2,\quad
\frac{\hbar^2}{2\mu}=0.16\ {\rm eV\,nm^2},
\end{equation}
or $\mu=0.238\,m_0$, with $m_0$ the free-electron mass. The parabolic 2p state has an rms separation of 3.82 nm and $\langle V'/r\rangle=31.69$ meV/nm$^2$. Equation \eqref{main} gives
\begin{equation}
|\Delta|=4(0.20\ {\rm nm})^2(31.69\ {\rm meV/nm^2})=5.07\ {\rm meV}.
\end{equation}
The full projected equation gives 5.14 meV, or 0.00514 eV. For $\tau=+1$, the levels $m=+1$ and $m=-1$ lie at $-67.8$ and $-72.9$ meV from the gap. For $\tau=-1$ the two values are exchanged. The parabolic level is at $-68.1$ meV. The upper state stays close to it because a common shift of $-2.3$ meV nearly cancels half the splitting. With the 1s level at $-205.3$ meV, the two 1s--2p transition energies are about 132 and 138 meV.

\subsection{Accuracy of the first-order result}

The full splitting exceeds the first-order value by 1.4 per cent, relative to the latter. This agreement contains a cancellation. Evaluating the full kernel in the unchanged parabolic 2p state lowers the splitting by 13.0 per cent. Allowing the states to change then adds 14.4 per cent. Both percentages, and those below, are relative to the first-order value, so they add to the net 1.4 per cent.

Both parts should be of relative order $a^2$. The next terms in the kernel are of order $a^4$, while the splitting itself is of order $a^2$. In second-order perturbation theory, products of the even and odd corrections also give an odd energy of order $a^4$. With mass and potential fixed, reducing $a$ from one quarter to one eighth of its original value changes the kernel part from $-1.158$ to $-0.302$ per cent. The state part changes from 1.140 to 0.292 per cent. The tests required opposite signs at $a/8$ and reduction factors between 3 and 5; the factors found are about 3.8 and 3.9. A contraction of the 2p state by the even corrections would explain the positive sign, but this reading is a conjecture because the change in radius was not computed.

The two parts oppose each other for other screening as well, but not as closely: for $\kappa=1$, 2, 4 and 8 the net difference is $-5.7$, $-2.6$, $+1.4$ and $+3.6$ per cent, while the separate parts lie between 8 and 19 per cent in size. The small net value at $\kappa=4$ lies near a change of sign and should not be taken as the general accuracy. The size of each part at $\kappa=4$, 13 to 14 per cent, exceeds the bare parameter $a^2\langle k^2\rangle=0.0127$ by about a factor of ten. For $\kappa=1$ and all other inputs fixed, first order gives 21.3 meV and the full equation 20.1 meV. Weaker surrounding screening enlarges the splitting.

\subsection{Comparison with a real monolayer}

The chosen gap, reduced mass and screening length have the rough size expected for encapsulated MoS$_2$-type layers. The calculated 5 meV remains a model value. Real bands do not tie the reduced mass to $E_g$ and $v$ as strictly as \eqref{mass}. A mass 20 per cent heavier, with $a$ and $V$ fixed, raises the first-order splitting by 40 per cent. The thin-sheet potential is also doubtful at separations comparable with the layer thickness. Taking 0.6 nm as a rough thickness, 19 per cent of $\langle V'/r\rangle$ comes from smaller separations. Softening the potential to $V(\sqrt{r^2+d^2})$ lowers the full splitting by 22 per cent for $d=0.3$ nm and by 45 per cent for $d=0.6$ nm. These two uncertainties are larger than the net error of the first-order formula in this example. The curvature itself is a third. With remote bands $\Omega_v\ne-\Omega_c$, and the displacement $\mathbf A_c-\mathbf A_v$ puts $(\Omega_c-\Omega_v)/2$ in place of $\Omega_c$ in \eqref{HOmega}. A three-band tight-binding fit for MoS$_2$ with a gap of 1.66 eV gives $|\Omega_c|=0.120$ and $|\Omega_v|=0.135$ nm$^2$, against 0.080 nm$^2$ for both here.

Anisotropy can compete directly with curvature. The twofold term below is forbidden by the threefold symmetry of an unstrained MoS$_2$-type valley, so it requires uniaxial strain or a lattice of lower symmetry. If the kinetic energy is multiplied by $1+\delta\cos2\varphi$, the states $m=\pm1$ are coupled by $\delta\langle T\rangle/2$, where $T$ is the parabolic kinetic energy. The two-level splitting becomes
\begin{equation}
\sqrt{\Delta^2+\delta^2\langle T\rangle^2}.
\label{aniso}
\end{equation}
For $\langle T\rangle=50.7$ meV the two contributions are equal at $\delta=5.14/50.7=10.1$ per cent. Equation \eqref{aniso} then gives 7.3 meV, while diagonalizing the projected equation with the anisotropic kinetic energy gives 7.6 meV. The eigenstates no longer have definite $m$, and a measured splitting alone does not determine the curvature.

Trigonal warping adds $Ck^2e^{2i\tau\varphi}$ to the off-diagonal band element. Its interference with $\tau\hbar vke^{-i\tau\varphi}$ gives a pair-energy term of magnitude $4\hbar vCk^3/E_g$ and angular dependence $\cos3\varphi$. This term changes $m$ by 3, so it neither shifts the 2p levels in first order nor couples $m=+1$ to $m=-1$ directly. For a rough $C=0.010$ eV nm$^2$ and the rms wavevector 0.563 nm$^{-1}$, its magnitude is 1.4 meV. Because it enters only in higher order, the projected equation with warped bands and spinors changes the splitting by less than 0.01 meV.

The projected equation also omits interband mixing by the internal field. The band-edge matrix element of position is $a$, so two carriers in a force $V'$ give the energy scale
\begin{equation}
\frac{2a^2\langle V'^2\rangle}{E_g}=0.23\ {\rm meV}.
\end{equation}
At this order the estimate is the same for both 2p states, but higher orders are not small here. The unprojected two-particle Dirac equation raises $m=+\tau$ by 0.11 meV and $m=-\tau$ by 0.23 meV, which lowers the splitting from 5.14 to 5.02 meV.

Operating conditions can matter more. An external in-plane field changes $m$ by $\pm1$ and mixes the 2p states with s and d states. The energy $eFr_{\rm rms}$ equals the splitting at $F=0.0135$ MV/cm. The field acts on the doublet only in second order, so at this strength the splitting falls only from 5.14 to 4.99 meV and the two states keep 97 to 98 per cent of their $m$ content. At 0.025 MV/cm they keep about 90 per cent. A Fermi wavevector equal to the rms 2p wavevector corresponds to $5.0\times10^{12}$ cm$^{-2}$, for one spin state in each of two valleys. That density marks where state filling cannot be neglected. Carrier screening matters much earlier: a static random-phase estimate with carrier mass $2\mu$, which tends to overstate the effect, lowers the splitting at $10^{10}$ cm$^{-2}$ to about 4.3 meV at zero temperature and 4.2 meV at 4 K, but only to 5.0 meV at 300 K. At $10^{11}$ cm$^{-2}$ and 300 K it gives 3.9 meV. Thermal energy is 25.9 meV at 300 K and 0.34 meV at 4 K. The doublet can be resolved when its linewidths are below the splitting, a condition that the present model does not determine.

\subsection{Evaluation in a code}

For the first-order result, solve the parabolic 2p problem, normalize its density, and integrate \eqref{slope} divided by $r$. Use the full pair equation when corrections of several per cent matter. For an expansion function $f(k)e^{im\varphi}$, the angular integral of a plane wave is
\begin{equation}
\int_0^{2\pi}\frac{d\varphi}{2\pi}e^{ikr\cos(\varphi-\vartheta)}e^{il\varphi}
=i^lJ_l(kr)e^{il\vartheta},
\end{equation}
which gives the radial transform
\begin{equation}
\mathcal B_l[g](r)=\int_0^\infty\frac{k\,dk}{2\pi}J_l(kr)g(k).
\end{equation}
The potential energy of the four components is
\begin{align}
\langle V\rangle=2\pi\int_0^\infty r\,dr\,V(r)\Big\{
&\mathcal B_m[c^2f]^2+2\mathcal B_{m+\tau}[csf]^2\nonumber\\
&+\mathcal B_{m+2\tau}[s^2f]^2\Big\}.
\label{code}
\end{align}
Replacing each square by the product of two transformed expansion functions gives the potential matrix. The kinetic matrix uses $E_g(\sqrt{1+4a^2k^2}-1)$, and nonorthogonal functions also require their overlap matrix. This form avoids the singular momentum kernel at $\mathbf k=\mathbf k'$. Both signs of $m$ should use the same radial functions and grids, so that numerical errors common to the two levels cancel in their difference. The numerical output following this text gives the remaining digits for comparison.

\section*{Computed values}
\begin{verbatim}
TESTS
overlap remainder ratio on halving k: 15.94
curvature/a^2, valley +1 (plaquette): -1.9998
orbital term, k sum / real space: 0.444444 / 0.444444
Laplacian, k sum / real space: 0.296296 / 0.296296
Coulomb test coupling alpha: 0.04
splitting/(alpha^4 gap), full kernel: 0.02464
  first-order value 2/81: 0.02469
mean shift/(alpha^4 gap), full kernel: -0.01080
  first-order value -7/648: -0.01080
share of splitting from electron alone: 0.4998
EXAMPLE INPUTS (rough, encapsulated MoS2 family)
gap: 2.00 eV
hbar*v: 0.40 eV nm
screening length: 4.0 nm
surrounding dielectric constant: 4.0
EXAMPLE RESULTS
length a: 0.200 nm
curvature magnitude 2a^2: 0.0800 nm^2
reduced mass: 0.238 m0
2p level, parabolic: -68.06 meV from gap
2p rms electron-hole distance: 3.82 nm
2p rms wavevector: 0.563 1/nm
expansion parameter a^2<k^2>: 0.0127
<V'/r> in 2p: 31.69 meV/nm^2
splitting, first order: 5.07 meV
splitting, full kernel, valley +1: 5.14 meV
splitting, full kernel, valley -1: -5.14 meV
valley +1 levels m=+1, m=-1: -67.79, -72.93 meV
valley -1 levels m=+1, m=-1: -72.93, -67.79 meV
1s, 2s levels, full: -205.3, -53.1 meV
remainder relative to first order: kernel part, state part, total
  at a: -12.987, 14.381, 1.393 %
  at a/4: -1.158, 1.140, -0.018 %
  at a/8: -0.302, 0.292, -0.010 %
dielectric constant 1, first order: 21.34 meV
dielectric constant 1, full kernel: 20.12 meV
NEGLECTED EFFECTS
interband field mixing, common shift: 0.23 meV
layer thickness, rough input: 0.6 nm
share of <V'/r> from inside it: 19.1 %
first-order change for 20% heavier mass: 40.3 %
2p kinetic energy: 50.7 meV
mass anisotropy that rivals splitting: 10.1 %
warping coefficient, rough input: 0.010 eV nm^2
warping energy at rms wavevector: 1.429 meV
in-plane field with e*F*r_rms = splitting: 0.0135 MV/cm
carrier density with k_F = k_rms: 5.05e+12 1/cm^2
kT at 300 K and 4 K: 25.85, 0.345 meV
\end{verbatim}
